**Symmetry reduction of the lattice thermal conductivity tensor**

The program tests $\kappa=\frac1N\sum_{\rm irr}w\,\frac1{|G|}\sum_R R\,T\,R^{\sf T}$. Here $T(\mathbf q)$ is the sum of $C\tau\,\mathbf v\mathbf v^{\sf T}$ over the modes at $\mathbf q$ divided by the cell volume, $w$ is the star multiplicity, $R$ runs over the point group $G$, and $N$ is the number of mesh points. For a diamond-structure spring model it asserts that velocities from finite differences rotate with the wavevector, and that the averaged irreducible sum equals the full-zone sum. It also asserts this equality for random lifetime factors that are constant on each star, and for a crystal stretched along $z$ with its 16 remaining operations. Star weights alone are asserted to keep the trace and to miss the tensor. The output shows 98.1 W/(m K) in every direction for the full sum, against 170.8, 60.7 and 62.8 W/(m K) from star weights with one choice of representatives. Further lines give the sizes of the mesh error, film boundaries, mass disorder, interbranch coherence and electronic heat conduction.

## Program and output

```python
"""Symmetry reduction of the lattice thermal conductivity tensor.

Result under test: with T(q) = sum over modes of C tau v v^T / volume,
    kappa = (1/N) sum_irreducible w(q) (1/|G|) sum_R R T(q) R^T.
Star multiplicities w(q) without the average over the point group G give
the right trace but in general a wrong tensor, also in a cubic crystal.
C: mode heat capacity, tau: lifetime, v: group velocity, R: operation of G,
N: number of mesh wavevectors. Degenerate modes enter by a block trace.
Model: diamond structure, nearest-neighbour springs, 1/tau = A omega^2 T.
All internal quantities are in SI units.
"""
import itertools
import numpy as np
from scipy import constants as const

a = 0.54e-9
mass = 28 * const.atomic_mass
k_long, k_trans = 120.0, 20.0
temperature = 350.0
A_scatter = 1.5e-19
n_mesh = 12
strain_z = 0.01
film = 100e-9
mass_variance = 2e-4
sigma_el = 1.0e5
flux = 5.0e6
plate = 0.5e-3
kB, hbar = const.k, const.hbar
unit_q = 2 * np.pi / a

group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        group.append(np.diag(signs) @ np.eye(3)[list(perm)])
group = np.array(group)
group_tetragonal = group[np.abs(group[:, 2, 2]) > 0.5]


def geometry(strain=0.0):
    stretch = np.diag([1, 1, 1 + strain])
    cell = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) @ stretch
    bonds = a / 4 * np.array([[1, 1, 1], [1, -1, -1],
                              [-1, 1, -1], [-1, -1, 1]]) @ stretch
    reciprocal = 2 * np.pi * np.linalg.inv(cell).T
    return abs(np.linalg.det(cell)), bonds, reciprocal


def modes(q, strain=0.0):
    """Frequencies and velocity matrices V[q, direction, s, s']."""
    q = np.atleast_2d(q)
    _, bonds, _ = geometry(strain)
    unit = bonds / np.linalg.norm(bonds, axis=1)[:, None]
    springs = (k_trans * np.eye(3)
               + (k_long - k_trans) * unit[:, :, None] * unit[:, None, :])
    phase = np.exp(1j * q @ bonds.T)
    F = np.einsum('qb,bij->qij', phase, springs)
    dF = np.einsum('qb,ba,bij->qaij', 1j * phase, bonds, springs)
    D = np.zeros((len(q), 6, 6), complex)
    D[:, :3, :3] = D[:, 3:, 3:] = springs.sum(0)
    D[:, :3, 3:] = -F
    D[:, 3:, :3] = -F.conj().transpose(0, 2, 1)
    dD = np.zeros((len(q), 3, 6, 6), complex)
    dD[:, :, :3, 3:] = -dF
    dD[:, :, 3:, :3] = -dF.conj().transpose(0, 1, 3, 2)
    squares, vectors = np.linalg.eigh(D / mass)
    omega = np.sqrt(np.clip(squares, 0, None))
    alive = omega > 1e10          # removes the three zero modes at Gamma
    safe = np.where(alive, omega, 1e10)
    left = vectors.conj().transpose(0, 2, 1)[:, None]
    V = left @ (dD / mass) @ vectors[:, None]
    V = V / (safe[:, :, None] + safe[:, None, :])[:, None]
    V = V * (alive[:, :, None] & alive[:, None, :])[:, None]
    return omega, safe, V


def heat_capacity(omega):
    half = hbar * omega / (2 * kB * temperature)
    return kB * (half / np.sinh(half)) ** 2


def tensors(q, strain=0.0, film_size=None, disorder=0.0, coherent=False):
    """Contribution T(q) of each wavevector; the mesh mean is kappa."""
    volume = geometry(strain)[0]
    _, w, V = modes(q, strain)
    C = heat_capacity(w)
    gap = w[:, :, None] - w[:, None, :]
    same = np.abs(gap) < 1e8
    rate = A_scatter * w**2 * temperature + disorder * w**4
    if film_size is not None:
        speed = np.sqrt((np.abs(V)**2 * same[:, None]).sum((1, 3)))
        rate = rate + speed / film_size
    width = (rate[:, :, None] + rate[:, None, :]) / 2
    ratio = C / w
    weight = ((w[:, :, None] + w[:, None, :]) / 4
              * (ratio[:, :, None] + ratio[:, None, :])
              * width / (gap**2 + width**2))
    if not coherent:
        weight = weight * same
    return np.einsum('qst,qast,qbts->qab', weight, V, V).real / volume


def mesh(n, strain=0.0, shift=0.0):
    integers = np.array(list(itertools.product(range(n), repeat=3)))
    return integers, (integers + shift) / n @ geometry(strain)[2]


def star_images(n, operations, strain=0.0):
    """Mesh index of R q for each operation R and each mesh point q."""
    integers, _ = mesh(n)
    B = geometry(strain)[2]
    images = []
    for R in operations:
        W = B @ R.T @ np.linalg.inv(B)
        assert np.allclose(W, np.rint(W), atol=1e-9)
        turned = (integers @ np.rint(W).astype(int)) % n
        images.append(turned @ np.array([n * n, n, 1]))
    return np.array(images)


def average(T, operations):
    return np.einsum('gij,...jk,glk->...il', operations, T,
                     operations) / len(operations)


def slopes(q):
    """Group velocities from finite differences of frequencies only."""
    h = 1e-4 * unit_q
    return np.array([(modes(q + h * e)[0][0] - modes(q - h * e)[0][0])
                     / (2 * h) for e in np.eye(3)])


def differs(x, y):
    return np.abs(x - y).max() / np.abs(y).max()


# Velocities: operator formula and covariance against finite differences
q_general = unit_q * np.array([0.31, 0.17, 0.08])
v_general = slopes(q_general)
v_operator = np.einsum('ass->as', modes(q_general)[2][0]).real
assert differs(v_operator, v_general) < 1e-4
for R in group:
    assert differs(slopes(R @ q_general), R @ v_general) < 1e-4

# Cubic average of an arbitrary outer product
rng = np.random.default_rng(4)
vector = rng.normal(size=3)
assert np.allclose(average(np.outer(vector, vector), group),
                   vector @ vector / 3 * np.eye(3))

# A degenerate transverse pair on [111]: basis dependence
V_pair = modes(unit_q * np.array([0.3, 0.3, 0.3]))[2][0][:, :2, :2]
w_pair = modes(unit_q * np.array([0.3, 0.3, 0.3]))[0][0]
assert abs(w_pair[1] - w_pair[0]) < 1e8
diagonal_sums, block_sums = [], []
for angle in np.linspace(0, np.pi / 2, 7):
    c, s = np.cos(angle), np.sin(angle)
    U = np.array([[c, -s], [s, c]])
    turned = U.T @ V_pair @ U
    d = np.einsum('ass->as', turned).real
    diagonal_sums.append(d @ d.T)
    block_sums.append(np.einsum('ast,bts->ab', turned, turned).real)
basis_spread = np.ptp(diagonal_sums, axis=0).max() / np.trace(block_sums[0])
assert np.ptp(block_sums, axis=0).max() < 1e-9 * np.trace(block_sums[0])
assert basis_spread > 1e-4

# One six-member star, longitudinal acoustic branch
q_axis = 0.5 * unit_q
alpha = (k_long + 2 * k_trans) / 3
w_axis = np.sqrt(8 * alpha / mass) * np.sin(q_axis * a / 8)
v_axis = np.sqrt(8 * alpha / mass) * a / 8 * np.cos(q_axis * a / 8)
members = [sign * q_axis * e for e in np.eye(3) for sign in (1, -1)]
assert abs(modes(members[0])[0][0, 2] / w_axis - 1) < 1e-9
star_sum = sum(np.outer(slopes(p)[:, 2], slopes(p)[:, 2]) for p in members)
assert differs(star_sum, 2 * v_axis**2 * np.eye(3)) < 1e-5
tau_axis = 1 / (A_scatter * w_axis**2 * temperature)
C_axis = heat_capacity(w_axis)
volume = geometry()[0]
axis_wrong = 6 * C_axis * tau_axis * v_axis**2 / (volume * n_mesh**3)
axis_right = (C_axis * tau_axis * star_sum[0, 0]
              / (volume * n_mesh**3))

# Full zone against irreducible sums in the cubic crystal
_, q_full = mesh(n_mesh)
T_full = tensors(q_full)
kappa_full = T_full.mean(0)
images = star_images(n_mesh, group)
labels = images.min(0)
first, counts = np.unique(labels, return_counts=True)
last, counts_last = np.unique(images.max(0), return_counts=True)
T_first = tensors(q_full[first])
T_last = tensors(q_full[last])
N = n_mesh**3
kappa_star = np.einsum('q,qab->ab', counts, T_first) / N
kappa_last = np.einsum('q,qab->ab', counts_last, T_last) / N
kappa_average = np.einsum('q,qab->ab', counts,
                          average(T_first, group)) / N
kappa = np.trace(kappa_full) / 3
assert differs(kappa_average, kappa_full) < 1e-7
assert differs(kappa_full, kappa * np.eye(3)) < 1e-7
assert abs(np.trace(kappa_star) / np.trace(kappa_full) - 1) < 1e-7
assert abs(np.trace(kappa_last) / np.trace(kappa_full) - 1) < 1e-7
assert differs(kappa_star, kappa_full) > 0.01
assert 20 < kappa < 400
xx_images = T_full[:, 0, 0][images]
xx_low, xx_high = xx_images.min(0).mean(), xx_images.max(0).mean()
assert xx_low < kappa < xx_high

# Any lifetime factor that is constant on a star keeps the identity
factor = rng.uniform(0.5, 2.0, N)
random_full = (T_full * factor[labels][:, None, None]).mean(0)
random_reduced = np.einsum('q,qab->ab', counts * factor[first],
                           average(T_first, group)) / N
assert differs(random_reduced, random_full) < 1e-7

# A mesh without cubic symmetry
kappa_shifted = tensors(mesh(n_mesh, shift=0.5)[1]).mean(0)
assert abs(kappa_shifted[0, 1]) > 1e-4 * kappa

# Crystal stretched along z: 16 operations remain
_, q_strained = mesh(n_mesh, strain_z)
strained_full = tensors(q_strained, strain_z).mean(0)
labels_t = star_images(n_mesh, group_tetragonal, strain_z).min(0)
first_t, counts_t = np.unique(labels_t, return_counts=True)
T_t = tensors(q_strained[first_t], strain_z)
strained_star = np.einsum('q,qab->ab', counts_t, T_t) / N
strained_average = average(strained_star, group_tetragonal)
strained_cubic = average(strained_star, group)
assert differs(strained_average, strained_full) < 1e-7
assert abs(strained_star[2, 2] / strained_full[2, 2] - 1) < 1e-7
assert abs((strained_star[0, 0] + strained_star[1, 1])
           / (2 * strained_full[0, 0]) - 1) < 1e-7
assert abs(strained_star[0, 0] / strained_full[0, 0] - 1) > 1e-3
assert abs(strained_full[2, 2] / strained_full[0, 0] - 1) > 1e-4
assert differs(strained_cubic, strained_full) > 1e-4

# Mesh error and the omitted acoustic cell at Gamma
raw, corrected = {}, {}
for n in (8, 12, 16):
    raw[n] = np.trace(tensors(mesh(n)[1]).mean(0)) / 3
    q_cell = (6 * np.pi**2 / (volume * n**3)) ** (1 / 3)
    gamma_cell = kB * q_cell / (2 * np.pi**2 * A_scatter * temperature)
    corrected[n] = raw[n] + gamma_cell
assert abs(corrected[16] - corrected[8]) < 0.7 * abs(raw[16] - raw[8])

# Sizes of other neglected effects
kappa_coherent = np.trace(tensors(q_full, coherent=True).mean(0)) / 3
kappa_film = np.trace(tensors(q_full, film_size=film).mean(0)) / 3
q_small = 1e-3 * unit_q
sound = modes(np.array([q_small, 0, 0]))[0][0, :3] / q_small
mean_sound = np.mean(sound**-3.0) ** (-1 / 3)
disorder = volume / 2 * mass_variance / (4 * np.pi * mean_sound**3)
kappa_disorder = np.trace(tensors(q_full, disorder=disorder).mean(0)) / 3
lorenz = np.pi**2 / 3 * (kB / const.e) ** 2
kappa_electron = lorenz * sigma_el * temperature


def show(label, value, unit='', digits=2):
    print(f'{label}: {value:.{digits}f} {unit}'.rstrip())


def show_tensor(label, K):
    print(f'{label} xx yy zz: {K[0, 0]:.2f} {K[1, 1]:.2f} '
          f'{K[2, 2]:.2f} W/(m K)')


def show_off(label, K):
    print(f'{label} yz xz xy: {K[1, 2] + 0:.2f} {K[0, 2] + 0:.2f} '
          f'{K[0, 1] + 0:.2f} W/(m K)')


show('Lattice constant', a * 1e9, 'nm')
show('Atomic mass', mass / const.atomic_mass, 'u', 0)
print(f'Springs long., trans.: {k_long:.0f} {k_trans:.0f} N/m')
show('Temperature', temperature, 'K', 0)
print(f'Scattering constant A: {A_scatter:.2e} s/K')
show('Top frequency', modes(np.zeros(3))[0].max() / (2e12 * np.pi), 'THz')
print(f'Mesh: {n_mesh}^3 = {N} points, {len(first)} irreducible')
show('Basis spread of diagonal products', 100 * basis_spread, '%')
show('Axis star q a/(2 pi)', q_axis / unit_q)
show('Axis star LA frequency', w_axis / (2e12 * np.pi), 'THz', 3)
show('Axis star LA speed', v_axis, 'm/s', 0)
show('Axis star LA lifetime', tau_axis * 1e12, 'ps')
show('Axis star LA heat capacity / kB', C_axis / kB, '', 4)
show('Axis star xx, weight only', axis_wrong, 'W/(m K)', 4)
show('Axis star xx, all members', axis_right, 'W/(m K)', 4)
show_tensor('Full zone', kappa_full)
show_tensor('Star weights, first representatives', kappa_star)
show_off('Star weights, first representatives', kappa_star)
show_tensor('Star weights, last representatives', kappa_last)
show_off('Star weights, last representatives', kappa_last)
show_tensor('Star weights and group average', kappa_average)
show('One third of trace, star weights', np.trace(kappa_star) / 3,
     'W/(m K)')
errors = 100 * (np.diag(kappa_star) / kappa - 1)
print('Errors of first representatives xx yy zz: '
      + ' '.join(f'{e:.1f}' for e in errors) + ' %')
show('Smallest xx over representatives', xx_low, 'W/(m K)')
show('Largest xx over representatives', xx_high, 'W/(m K)')
show('Plate heat flux', flux / 1e4, 'W/cm2', 0)
show('Plate thickness', plate * 1e3, 'mm', 1)
show('Plate temperature drop, correct', flux * plate / kappa, 'K')
drops = flux * plate / np.diag(kappa_star)
print('Plate drop from star weights, normal x y z: '
      + ' '.join(f'{d:.2f}' for d in drops) + ' K')
show_tensor('Half-shifted mesh, full sum', kappa_shifted)
show_off('Half-shifted mesh, full sum', kappa_shifted)
show('Strain along z', 100 * strain_z, '%', 1)
show_tensor('Strained, full zone', strained_full)
show_tensor('Strained, star weights', strained_star)
show_tensor('Strained, 16-operation average', strained_average)
show_tensor('Strained, 48-operation average', strained_cubic)
for n in raw:
    print(f'Mesh {n}: raw, with Gamma cell: {raw[n]:.2f} '
          f'{corrected[n]:.2f} W/(m K)')
show('Added by interbranch coherence', kappa_coherent - kappa,
     'W/(m K)', 3)
show('Film thickness', film * 1e9, 'nm', 0)
show('Kappa with film boundary rate', kappa_film, 'W/(m K)')
print(f'Mass variance: {mass_variance:.1e}')
show('Mean sound speed along x', mean_sound, 'm/s', 0)
show('Kappa with mass disorder', kappa_disorder, 'W/(m K)')
show('Electrical conductivity, heavy doping', sigma_el / 100, 'S/cm', 0)
show('Electronic heat conductivity', kappa_electron, 'W/(m K)')
print('no test failed')
```

Printed output:

```
Lattice constant: 0.54 nm
Atomic mass: 28 u
Springs long., trans.: 120 20 N/m
Temperature: 350 K
Scattering constant A: 1.50e-19 s/K
Top frequency: 15.25 THz
Mesh: 12^3 = 1728 points, 72 irreducible
Basis spread of diagonal products: 3.20 %
Axis star q a/(2 pi): 0.50
Axis star LA frequency: 5.834 THz
Axis star LA speed: 5974 m/s
Axis star LA lifetime: 14.17 ps
Axis star LA heat capacity / kB: 0.9483
Axis star xx, weight only: 0.5842 W/(m K)
Axis star xx, all members: 0.1947 W/(m K)
Full zone xx yy zz: 98.10 98.10 98.10 W/(m K)
Star weights, first representatives xx yy zz: 170.81 60.71 62.77 W/(m K)
Star weights, first representatives yz xz xy: -52.26 -28.30 45.58 W/(m K)
Star weights, last representatives xx yy zz: 127.12 60.71 106.46 W/(m K)
Star weights, last representatives yz xz xy: -5.08 2.89 63.44 W/(m K)
Star weights and group average xx yy zz: 98.10 98.10 98.10 W/(m K)
One third of trace, star weights: 98.10 W/(m K)
Errors of first representatives xx yy zz: 74.1 -38.1 -36.0 %
Smallest xx over representatives: 29.83 W/(m K)
Largest xx over representatives: 201.60 W/(m K)
Plate heat flux: 500 W/cm2
Plate thickness: 0.5 mm
Plate temperature drop, correct: 25.49 K
Plate drop from star weights, normal x y z: 14.64 41.18 39.82 K
Half-shifted mesh, full sum xx yy zz: 108.65 108.65 108.65 W/(m K)
Half-shifted mesh, full sum yz xz xy: 9.28 9.28 9.28 W/(m K)
Strain along z: 1.0 %
Strained, full zone xx yy zz: 96.19 96.19 99.48 W/(m K)
Strained, star weights xx yy zz: 132.46 59.93 99.48 W/(m K)
Strained, 16-operation average xx yy zz: 96.19 96.19 99.48 W/(m K)
Strained, 48-operation average xx yy zz: 97.29 97.29 97.29 W/(m K)
Mesh 8: raw, with Gamma cell: 90.05 109.13 W/(m K)
Mesh 12: raw, with Gamma cell: 98.10 110.82 W/(m K)
Mesh 16: raw, with Gamma cell: 102.16 111.70 W/(m K)
Added by interbranch coherence: 0.092 W/(m K)
Film thickness: 100 nm
Kappa with film boundary rate: 40.89 W/(m K)
Mass variance: 2.0e-04
Mean sound speed along x: 5381 m/s
Kappa with mass disorder: 94.70 W/(m K)
Electrical conductivity, heavy doping: 1000 S/cm
Electronic heat conductivity: 0.86 W/(m K)
no test failed
```
